# Ortho-H2 in a magnetic field, from zero field to decoupled resonances

## Problem

A hydrogen molecule in its electronic ground state has rotational quantum number $J=1$. Exchange symmetry of the protons then requires the symmetric nuclear state, so the total nuclear spin is $I=1$. A static field $B$ lies along $z$. With angular momenta in units of $\hbar$ and energies divided by $h$, Ramsey's Hamiltonian is

$$H=-aI_z-bJ_z-c\,\mathbf I\cdot\mathbf J+d\left[3(\mathbf I\cdot\mathbf J)^2+\tfrac32\mathbf I\cdot\mathbf J-\mathbf I^2\mathbf J^2\right].$$

Here $a=g_p\mu_NB/h$ and $b=g_J\mu_NB/h$ are the nuclear and rotational Zeeman frequencies. Take as model inputs $c=113.9$ kHz (spin-rotation) and $d=57.7$ kHz (dipolar). They have the size found in H$_2$, roughly 110 and 58 kHz, and their further digits only fix the worked example. The minus sign before $c$ is a convention, and it fixes the meaning of a positive $c$. For the rotational $g$ factor take the rough value $g_J=0.88$. Then $a/B=42.5775$ kHz/mT and $b/B=6.7079$ kHz/mT.

Nuclear shielding, the diamagnetic energy and mixing with other $J$ are left out.

1. Show that the $d$ term is the magnetic dipole interaction of the two protons, and relate $d$ to their distance.
2. Find the levels at zero field and at every $B$.
3. Find the nuclear and rotational resonances in strong field, with their leading corrections, and evaluate them at 200 mT.

## First estimate by scaling

The internal couplings have size $c\approx 100$ kHz, so the zero-field intervals should be of that order. The field decouples $\mathbf I$ from $\mathbf J$ when it makes them precess at sufficiently different rates. The relevant frequency is therefore $\delta=a-b$, with $\delta/B=35.87$ kHz/mT. Setting $\delta\sim c$ gives

$$B\sim\frac{113.9}{35.87}\ \text{mT}\approx3\ \text{mT}.$$

Well above this field there should be one group of lines near $a$ and one near $b$, each spread over a few times $c$. Residual mixing should shift the lines by about $c^2/\delta$. At 200 mT, $\delta=7174$ kHz and this shift is $113.9^2/7174\approx1.8$ kHz.

## Exact solution

### The dipolar term

Each proton has moment $g_p\mu_N\mathbf I_k$. With $\mathbf n$ the unit vector along the molecular axis, the dipole energy is

$$\frac{H_{dd}}h=D\left[\mathbf I_1\cdot\mathbf I_2-3(\mathbf I_1\cdot\mathbf n)(\mathbf I_2\cdot\mathbf n)\right],\qquad D=\frac{\mu_0(g_p\mu_N)^2}{4\pi h}\langle R^{-3}\rangle .$$

For two spins one-half, $\mathbf I^2=\tfrac32+2\mathbf I_1\cdot\mathbf I_2$ and $(\mathbf I\cdot\mathbf n)^2=\tfrac12+2(\mathbf I_1\cdot\mathbf n)(\mathbf I_2\cdot\mathbf n)$. The constants cancel in the bracket, which becomes

$$\tfrac12\left[\mathbf I^2-3(\mathbf I\cdot\mathbf n)^2\right]=-\tfrac32\sum_{ij}I_iI_j\left(n_in_j-\tfrac13\delta_{ij}\right).$$

Inside $J=1$ the symmetric traceless tensor in $\mathbf n$ is proportional to the one built from $\mathbf J$, by the Wigner–Eckart theorem:

$$n_in_j-\tfrac13\delta_{ij}\to\kappa\left[\tfrac12(J_iJ_j+J_jJ_i)-\tfrac13\delta_{ij}\mathbf J^2\right].$$

The $zz$ component in the state $m_J=0$ fixes $\kappa$. There $\langle n_z^2\rangle=\tfrac35$, so the left side is $\tfrac4{15}$. The right side is $-\tfrac23\kappa$, hence $\kappa=-\tfrac25$.

It remains to order the operators. Since $\mathbf I$ and $\mathbf J$ commute, $\sum I_iI_jJ_iJ_j=(\mathbf I\cdot\mathbf J)^2$. In the other order,

$$\sum_{ij} I_iI_jJ_jJ_i=(\mathbf I\cdot\mathbf J)^2+\sum_{ij}I_iI_j[J_j,J_i]=(\mathbf I\cdot\mathbf J)^2+\mathbf I\cdot\mathbf J,$$

because $[J_j,J_i]=-i\sum_k\epsilon_{ijk}J_k$ and $\sum_{ij}\epsilon_{ijk}I_iI_j=iI_k$. Therefore

$$\frac{H_{dd}}h=\frac{3D}5\left[(\mathbf I\cdot\mathbf J)^2+\tfrac12\mathbf I\cdot\mathbf J-\tfrac13\mathbf I^2\mathbf J^2\right],$$

which is the stated term with $d=D/5$. The given $d$ corresponds to $\langle R^{-3}\rangle^{-1/3}=0.747$ Å, a sensible average proton distance for H$_2$.

### Zero field

Let $\mathbf F=\mathbf I+\mathbf J$. Then $\mathbf I\cdot\mathbf J=\tfrac12[F(F+1)-4]$, which is $1,-1,-2$ for $F=2,1,0$. With $\mathbf I^2\mathbf J^2=4$, the dipolar bracket is $\tfrac12,-\tfrac52,5$. Thus

$$E_2=-c+\tfrac d2,\qquad E_1=c-\tfrac{5d}2,\qquad E_0=2c+5d,$$

or $-85.05$, $-30.35$ and $516.30$ kHz. The intervals are

$$E_1-E_2=2c-3d=54.7\ \text{kHz},\qquad E_0-E_1=c+\tfrac{15}2d=546.65\ \text{kHz}.$$

In the first interval the two interactions oppose each other; in the second they add.

### Matrix elements in the decoupled basis

The field is axial, so $M=m_I+m_J$ is conserved. Write states as $|m_I,m_J\rangle$ and let $H_0$ be $H$ at $B=0$.

For $M=1$, the $F=2$ and $F=1$ states are $(|1,0\rangle\pm|0,1\rangle)/\sqrt2$. Both diagonal elements of $H_0$ are therefore $(E_2+E_1)/2=-d$, and the coupling is

$$v=\tfrac12(E_2-E_1)=-c+\tfrac32d=-27.35\ \text{kHz}.$$

The same holds for $M=-1$.

For $M=0$, in the order $|1,-1\rangle,|0,0\rangle,|-1,1\rangle$, the states $F=2,1,0$ are $(1,2,1)/\sqrt6$, $(1,0,-1)/\sqrt2$ and $(1,-1,1)/\sqrt3$. Summing $E_F$ times the products of components gives

- both outer diagonal elements: $\tfrac16E_2+\tfrac12E_1+\tfrac13E_0=c+\tfrac d2$;
- the middle diagonal element: $\tfrac23E_2+\tfrac13E_0=2d$;
- the coupling of either outer state to $|0,0\rangle$: $w=\tfrac13(E_2-E_0)=-c-\tfrac32d=-200.45$ kHz;
- the coupling between the outer states: $u=\tfrac16E_2-\tfrac12E_1+\tfrac13E_0=3d=173.10$ kHz.

### Levels at every field

The states with $M=\pm2$ stand alone:

$$E_{\pm2}=\mp(a+b)-c+\tfrac d2.$$

For $M=1$ the diagonal elements are $-a-d$ and $-b-d$; for $M=-1$ they are $a-d$ and $b-d$. In both cases they differ by $\delta$ and are coupled by $v$, so

$$E_{\pm1}=\mp\tfrac12(a+b)-d\pm' r,\qquad r=\sqrt{\tfrac14\delta^2+v^2},$$

where the sign $\pm'$ is chosen independently of $M$.

For $M=0$ use $S,A=(|1,-1\rangle\pm|-1,1\rangle)/\sqrt2$. The diagonal elements are $c+\tfrac d2+u=c+\tfrac72d$ for $S$, $c+\tfrac d2-u=c-\tfrac52d$ for $A$, and $2d$ for $|0,0\rangle$. The Zeeman energies $\mp\delta$ of the two outer states couple $S$ to $A$ by $-\delta$, and $S$ couples to $|0,0\rangle$ by $\sqrt2w$. There is no coupling between $A$ and $|0,0\rangle$. Expanding the determinant gives

$$\begin{aligned}&(E-c-\tfrac72d)(E-c+\tfrac52d)(E-2d)\\&\quad-\delta^2(E-2d)-2w^2(E-c+\tfrac52d)=0.\end{aligned}$$

The three roots and the six energies above are the complete solution of the model.

Levels of equal $M$ do not cross for $B>0$. For $M=\pm1$ their separation is $2r\ge2|v|$. For $M=0$ the matrix in the order $|0,0\rangle,S,A$ is tridiagonal with nonzero couplings. The first component of an eigenvector then determines the others, so no root is double. The order within each $M$ is thus kept from weak to strong field. For example, the $F=0$ level becomes $|-1,1\rangle$, and the $F=1$, $M=0$ level becomes $|0,0\rangle$.

### Weak field

For $\delta\ll2|v|$, $r\approx|v|+\delta^2/(8|v|)$. All levels have the linear term $-M(a+b)/2$, so neighbouring $M$ within $F=1$ or $F=2$ are separated by 24.64 kHz/mT to first order. The condition $\delta\ll54.7$ kHz means $B\ll1.5$ mT.

The $F=0$ level has no linear shift. Its $S$ component is $\sqrt{2/3}$, and $F=1$, $M=0$ is the state $A$ up to sign. Second-order perturbation theory gives

$$\Delta E_{F=0}=\frac{2\delta^2}{3(E_0-E_1)},$$

or $1.569$ kHz/mT$^2$. At 5 mT this predicts 39.2 kHz, while the exact rise is $554.08-516.30=37.8$ kHz. The expansion survives longer here because the nearest level is 547 kHz away.

### A crossing

Levels of different $M$ can cross. The $M=-2$ level starts below the upper $M=-1$ level but rises faster. They meet when

$$\tfrac12(a+b)+v=r.$$

Squaring and using $(a+b)^2-\delta^2=4ab$ gives $ab=-v(a+b)$, so

$$B=\left(c-\tfrac32d\right)\left(\frac1{a/B}+\frac1{b/B}\right)=27.35\left(\frac1{42.5775}+\frac1{6.7079}\right)\text{mT}=4.72\ \text{mT}.$$

At this root the left side before squaring is positive, since $a+b=233$ kHz, so the root is genuine. A static transverse magnetic field would only tilt the total field. The rest of $H$ is rotationally invariant, so $M$ along the new axis stays conserved and the crossing remains at a total field of 4.72 mT. Only a perturbation without axial symmetry about $\mathbf B$ could couple the two levels and open a gap. An electric field oblique to $\mathbf B$ does so. One exactly perpendicular to $\mathbf B$ does not: it acts through the polarizability, quadratically in the field, and so preserves the symmetry under a half-turn about $\mathbf B$; hence it mixes only states whose $M$ differs by an even number, and the crossing is merely displaced.

### Strong field: first order

When $\delta$ is much larger than the couplings, the diagonal elements suffice. All nine are contained in

$$E=-am_I-bm_J-cm_Im_J+\tfrac d2(3m_I^2-2)(3m_J^2-2).$$

A weak transverse oscillating field changes $m_I$ or $m_J$ by one in this limit. For a nuclear line $m_I\to m_I-1$ at fixed $m_J$, subtraction gives

$$\nu=a+cm_J\mp\tfrac32d(3m_J^2-2),$$

with the upper sign for $1\to0$ and the lower for $0\to-1$. The six lines lie at $a\pm3d$, $a+c\pm\tfrac32d$ and $a-c\pm\tfrac32d$. Their offsets from $a$ are $\pm27.35$, $\pm173.10$ and $\pm200.45$ kHz. Since the internal energy is symmetric under exchange of $m_I$ and $m_J$, the rotational lines have the same offsets from $b$. All six first-order rotational frequencies are positive only if $b>200.45$ kHz, that is, above about 30 mT. First order is crude at such a field: in the exact levels the lowest rotational line changes sign at 36.5 mT.

### Strong field: second order

Conservation of $M$ allows only energy denominators $\pm\delta$ and $\pm2\delta$. The levels $|1,0\rangle$ and $|0,-1\rangle$ move by $-v^2/\delta$, while $|0,1\rangle$ and $|-1,0\rangle$ move by $+v^2/\delta$. The levels $|1,-1\rangle$ and $|-1,1\rangle$ move by $-K$ and $+K$, with

$$K=\frac{w^2}\delta+\frac{u^2}{2\delta}.$$

For $|0,0\rangle$ the contributions from above and below cancel, and the $M=\pm2$ levels have nothing to mix with. At 200 mT, $v^2/\delta=0.10$ kHz and $K=5.60+2.09=7.69$ kHz. The nuclear lines, with $a=8515.50$ kHz, are:

| $m_I$ change, $m_J$ | First order (kHz) | Shift | Exact in model (kHz) |
|---|---:|---|---:|
| $1\to0$, $1$ | 8542.85 | $v^2/\delta$ | 8542.95 |
| $1\to0$, $0$ | 8688.60 | $v^2/\delta$ | 8688.47 |
| $1\to0$, $-1$ | 8315.05 | $K-v^2/\delta$ | 8322.51 |
| $0\to-1$, $1$ | 8715.95 | $K-v^2/\delta$ | 8723.64 |
| $0\to-1$, $0$ | 8342.40 | $v^2/\delta$ | 8342.73 |
| $0\to-1$, $-1$ | 8488.15 | $v^2/\delta$ | 8488.25 |

Exchanging the roles of $\mathbf I$ and $\mathbf J$ reverses $\delta$, so the corresponding rotational shifts have the opposite sign. With $b=1341.58$ kHz, the exact rotational lines run from 1133.4 to 1534.6 kHz.

The two lines with $m_J=0$ miss second order by 0.23 kHz in opposite directions. The cubic shows why. Near $E=2d$ its large term $-\delta^2(E-2d)$ must balance the last term, which gives

$$E-2d\approx-\frac{2w^2(2d-c+\tfrac52d)}{\delta^2}=\frac{2w^2(c-\tfrac92d)}{\delta^2}=-0.23\ \text{kHz}.$$

This third-order shift lowers $|0,0\rangle$, the final state of one line and the initial state of the other.

One relation holds at every field. The first and last nuclear lines in the table have frequencies $\tfrac12(a+b)\pm|v|+r$. Their difference is $2|v|=2c-3d$, the zero-field interval between $F=1$ and $F=2$. At 200 mT it is $8542.95-8488.25=54.70$ kHz.

## Comparison of the estimate with the solution

The estimate gave one decoupling field, about 3 mT. The solution has two scales because the couplings differ greatly. The $F=1$ and $F=2$ levels begin to mix strongly when $\delta$ reaches 54.7 kHz, at 1.5 mT. Mixing with $F=0$ requires $\delta\sim547$ kHz, at about 15 mT. Accordingly, at 20 mT the least pure eigenstate still has only 87% of its decoupled state. At 200 mT the figure is 99.84%, in agreement with the leading loss $2w^2/\delta^2=0.16\%$ for $|0,0\rangle$.

The estimated line shift of 1.8 kHz lies between the two second-order line shifts, $v^2/\delta=0.10$ kHz and $K-v^2/\delta=7.58$ kHz. The scaling $1/\delta$ is right, but the estimate cannot know that $c$ and $\tfrac32d$ largely cancel in $v$ and add in $w$.

That relative sign is visible at zero field. If $c$ is reversed, the first-order offsets remain the same set, but the zero-field order becomes $F=1,0,2$ from below, with $E_0-E_1=-c+\tfrac{15}2d=318.85$ kHz and $E_2-E_0=3c-\tfrac92d=82.05$ kHz ($c$ here keeping its positive value). First-order strong-field positions alone therefore leave the relative sign of $c$ and $d$ open. The second-order shifts can settle it, since reversing $c$ interchanges $v^2$ and $w^2$.

For a real molecule the omissions limit the useful digits. The two-figure $g_J$ leaves $b$ uncertain by roughly 8 kHz at 200 mT, which moves the rotational group almost as a whole. The atomic scale of the diamagnetic energy, $e^2a_0^2B^2/(8m_eh)$ with $a_0$ the Bohr radius, is 0.60 kHz at 200 mT. Its isotropic part shifts all nine levels equally and cancels from every line. The isotropic part of the nuclear shielding, about 26 ppm in a Hartree–Fock estimate, rescales $a$ and lowers the nuclear group as a whole by about 0.2 kHz at 200 mT. Its anisotropy, about 2 ppm, moves the $m_J=0$ lines relative to the $m_J=\pm1$ lines by a further 0.007 kHz or so. The last digits of the table therefore belong to the model only. The orientation-dependent part of the diamagnetic energy, whose size is not computed here, acts on $\mathbf J$, so to first order it cancels from nuclear lines at fixed $m_J$ but can shift rotational lines. Because it grows as $B^2$ while the mixing shifts fall as $1/B$, a stronger field simplifies the coupling pattern but makes this omission more serious.

The numerical output below lists all nine levels at four fields and all twelve resonances. The closed-form levels were tested against direct diagonalization of the Hamiltonian of two spin-one-half protons.

## Values computed for the example and the checks

```
c = 113.9 kHz, d = 57.7 kHz
g_p = 5.585695, g_J = 0.88 (rough input)
a/B = 42.5775 kHz/mT, b/B = 6.7079 kHz/mT
effective proton distance <R^-3>^(-1/3) = 0.7467 angstrom
zero-field energy F=2: -85.05 kHz
zero-field energy F=1: -30.35 kHz
zero-field energy F=0: 516.30 kHz
interval E1-E2 = 54.70 kHz, E0-E1 = 546.65 kHz
intervals with c reversed, upward: 318.85, 82.05 kHz
couplings v = -27.35, w = -200.45, u = 173.10 kHz
weak-field spacing (a+b)/(2B) = 24.6427 kHz/mT
F=0 quadratic shift = 1.5691 kHz/mT^2
crossing M=-2 with upper M=-1: B = 4.7197 mT
levels in kHz at B = 0, 5, 20, 200 mT
F=2 M= 2 -> mI= 1 mJ= 1:     -85.05    -331.48   -1070.76   -9942.12
F=2 M= 1 -> mI= 1 mJ= 0:     -85.05    -274.67    -910.29   -8573.30
F=2 M= 0 -> mI= 1 mJ=-1:     -85.05    -177.38    -637.91   -7038.74
F=1 M= 1 -> mI= 0 mJ= 1:     -30.35     -87.16    -190.82   -1399.17
F=1 M= 0 -> mI= 0 mJ= 0:     -30.35      24.21      96.60     115.17
F=2 M=-1 -> mI= 0 mJ=-1:     -85.05     -28.24      75.42    1283.77
F=0 M= 0 -> mI=-1 mJ= 1:     516.30     554.08     942.21    7324.47
F=1 M=-1 -> mI=-1 mJ= 0:     -30.35     159.27     794.89    8457.90
F=2 M=-2 -> mI=-1 mJ=-1:     -85.05     161.38     900.66    9772.02
smallest decoupled-state weight at 20 mT: 0.87341
smallest decoupled-state weight at 200 mT: 0.99844
at 200 mT: a = 8515.50, b = 1341.58, a-b = 7173.92 kHz
v^2/(a-b) = 0.104 kHz, K = 7.689 kHz
resonances at 200 mT in kHz: first order, second order, diagonalized
mI  1-> 0, mJ= 1:   8542.85   8542.95   8542.95
mI  1-> 0, mJ= 0:   8688.60   8688.70   8688.47
mI  1-> 0, mJ=-1:   8315.05   8322.63   8322.51
mI  0->-1, mJ= 1:   8715.95   8723.53   8723.64
mI  0->-1, mJ= 0:   8342.40   8342.50   8342.73
mI  0->-1, mJ=-1:   8488.15   8488.25   8488.25
mJ  1-> 0, mI= 1:   1368.93   1368.82   1368.82
mJ  1-> 0, mI= 0:   1514.68   1514.57   1514.35
mJ  1-> 0, mI=-1:   1141.13   1133.54   1133.43
mJ  0->-1, mI= 1:   1542.03   1534.44   1534.56
mJ  0->-1, mI= 0:   1168.48   1168.37   1168.60
mJ  0->-1, mI=-1:   1314.23   1314.12   1314.12
largest level error at 200 mT: first order 7.798, second 0.227 kHz
error ratio on doubling B from 1600 mT: 2.002, 4.000
diamagnetic scale e^2 a0^2 B^2/(8 m h) at 200 mT: 0.60 kHz
```
